# Why Matthiessen addition gives an upper bound on linear-response mobility

## The question

A hole moving along a monolayer semiconductor on an oxide is scattered by acoustic phonons, by optical phonons of the layer and by the polar vibrations of the oxide beneath it. A mobility \(\mu_i\) can be calculated for each mechanism as if the others were absent. Matthiessen addition combines these mobilities into

\[
\frac1{\mu_M}=\sum_i\frac1{\mu_i}.
\]

Each \(\mu_i\) belongs to a different carrier distribution, whereas the real channel has one distribution that must serve all mechanisms at once. Under the assumptions stated next, this constraint can lower the mobility but never raise it: the true value obeys \(\mu\le\mu_M\).

The proof assumes a weak, static electric field, no magnetic field, phonons in equilibrium and independent mechanisms whose transition rates add. It also assumes that the rates obey detailed balance for each pair of states, as golden-rule phonon rates do; skew scattering can break this even without a magnetic field and is excluded. Carrier density, temperature, band structure and screening are the same in every \(\mu_i\) as in \(\mu\).

## From transition rates to a symmetric operator

Let \(W_{kk'}\) be the rate from state \(k\) to state \(k'\), \(f_0\) the Fermi function and \(T\) the temperature; \(k_B\) is Boltzmann's constant. A prime marks a quantity at \(k'\). The net collision rate into \(k\) is

\[
C_k=\sum_{k'}\left[W_{k'k}f'(1-f)-W_{kk'}f(1-f')\right].
\]

In equilibrium, detailed balance makes each pair of flows equal:

\[
S_{kk'}\equiv W_{kk'}f_0(1-f_0')=W_{k'k}f_0'(1-f_0)=S_{k'k}.
\]

For carrier charge \(q_c\) and field \(F\) along \(x\), write the first-order change of the distribution as

\[
\delta f=\frac{q_cF}{k_BT}f_0(1-f_0)\phi .
\]

The unknown \(\phi\) has the dimension of length. Varying \(C_k\) gives

\[
\begin{aligned}
\delta C_k=\sum_{k'}\big\{&\delta f'\,[W_{k'k}(1-f_0)+W_{kk'}f_0]\\
&-\delta f\,[W_{k'k}f_0'+W_{kk'}(1-f_0')]\big\}.
\end{aligned}
\]

By detailed balance the first bracket is

\[
\frac{S_{kk'}}{f_0'}+\frac{S_{kk'}}{1-f_0'}=\frac{S_{kk'}}{f_0'(1-f_0')},
\]

and the second is \(S_{kk'}/[f_0(1-f_0)]\) in the same way. The occupation factors in \(\delta f'\) and \(\delta f\) cancel these denominators, so

\[
\delta C_k=-q_cF(P\phi)_k,\qquad
(P\phi)_k=\frac1{k_BT}\sum_{k'}S_{kk'}(\phi_k-\phi_{k'}).
\]

The field term of the steady Boltzmann equation is \(q_cFv\,\partial f_0/\partial E\), where \(v\) is the velocity along \(x\). Since \(\partial f_0/\partial E=-f_0(1-f_0)/k_BT\), equating it to \(\delta C\) and cancelling \(-q_cF\) yields

\[
P\phi=X,\qquad X=\frac{v f_0(1-f_0)}{k_BT}.
\]

Define \(\langle a,b\rangle=A^{-1}\sum_k a_kb_k\) for sample area \(A\), summed over one valley. Averaging the expression for \(\langle\psi,P\psi\rangle\) with its copy in which \(k\) and \(k'\) are exchanged gives

\[
\langle\psi,P\psi\rangle=\frac1{2Ak_BT}\sum_{kk'}S_{kk'}(\psi_k-\psi_{k'})^2\ge0 .
\]

Thus \(P\) is symmetric and positive semidefinite. A constant \(\psi\) gives zero because collisions conserve particle number. It carries no current and may be added to \(\phi\) without effect.

The current density is \(g q_cA^{-1}\sum_k v\,\delta f=gq_c^2F\langle X,\phi\rangle\), with \(g\) equivalent valleys. Dividing by \(neF\), where \(e=|q_c|\) and \(n\) is the carrier density, gives

\[
\mu=c\langle X,\phi\rangle,\qquad c=\frac{ge}{n}.
\]

In an anisotropic crystal this is the diagonal conductivity along the field divided by \(ne\), provided every valley responds alike to a field in that direction. Otherwise the sum must run over all valleys, without the factor \(g\).

## The variational principle

For any trial function \(\psi\) that carries current, define

\[
R[\psi]=\frac{\langle\psi,P\psi\rangle}{c\langle X,\psi\rangle^2}.
\]

Rescaling \(\psi\) leaves \(R\) unchanged. For any real \(s\), positivity, symmetry and \(P\phi=X\) give

\[
0\le\langle\psi-s\phi,P(\psi-s\phi)\rangle
=\langle\psi,P\psi\rangle-2s\langle X,\psi\rangle+s^2\langle X,\phi\rangle .
\]

Choose \(s=\langle X,\psi\rangle/\langle X,\phi\rangle\), which minimizes the right side. Then

\[
\langle\psi,P\psi\rangle\ge\frac{\langle X,\psi\rangle^2}{\langle X,\phi\rangle}
\quad\Longrightarrow\quad R[\psi]\ge\frac1{c\langle X,\phi\rangle}=\frac1\mu .
\]

Putting \(\psi=\phi\) gives equality. A trial function therefore overestimates the inverse mobility, or gives it correctly; \(1/R[\psi]\) is a lower bound on \(\mu\).

## Proof for several mechanisms

Because the rates add and \(f_0\) is common, \(P=\sum_iP_i\). The functional is linear in \(P\), so \(R=\sum_iR_i\). Insert the full solution \(\phi\):

\[
\frac1\mu=\sum_iR_i[\phi].
\]

For mechanism \(i\) alone, \(\phi\) is merely a trial function. The variational principle applied to \(P_i\) gives \(R_i[\phi]\ge1/\mu_i\), and therefore

\[
\boxed{\frac1\mu\ge\sum_i\frac1{\mu_i},\qquad \mu\le\mu_M.}
\]

If a mechanism has a current-carrying function with \(P_i\psi=0\), it cannot limit the current alone. Its \(1/\mu_i\) is zero, and the argument still holds because \(R_i[\phi]\ge0\).

The deficit can also be found. Suppose every \(\mu_i\) is finite and \(P_iu_i=X\). Normalize the solutions to equal current:

\[
\hat\phi=\frac{\phi}{\langle X,\phi\rangle},\qquad
\hat\phi_i=\frac{u_i}{\langle X,u_i\rangle},\qquad
P_i\hat\phi_i=\frac{c}{\mu_i}X .
\]

The last relation uses \(\mu_i=c\langle X,u_i\rangle\). Since both functions have unit overlap with \(X\),

\[
\begin{aligned}
\langle\hat\phi-\hat\phi_i,P_i(\hat\phi-\hat\phi_i)\rangle
&=\langle\hat\phi,P_i\hat\phi\rangle-\frac{2c}{\mu_i}+\frac c{\mu_i}\\
&=\langle\hat\phi,P_i\hat\phi\rangle-\frac c{\mu_i}.
\end{aligned}
\]

Summation, with \(\sum_i\langle\hat\phi,P_i\hat\phi\rangle=c/\mu\), gives

\[
\frac1\mu-\frac1{\mu_M}
=\frac1c\sum_i\langle\hat\phi-\hat\phi_i,P_i(\hat\phi-\hat\phi_i)\rangle .
\]

Each term is the extra resistance of mechanism \(i\) when it must act on the common distribution. Equality requires every term to vanish. For a positive semidefinite symmetric operator this means \(P_i(\hat\phi-\hat\phi_i)=0\), or \(P_i\phi=\lambda_iX\) with a constant \(\lambda_i\) for every mechanism.

## Two limits with relaxation times

Suppose each mechanism has an energy-dependent momentum relaxation time \(\tau_i(E)\) in a parabolic 2D band of mass \(m\). Then \(\phi_i=v\tau_i\). With the average

\[
\overline h=\frac{\int hE(-\partial f_0/\partial E)\,dE}{\int E(-\partial f_0/\partial E)\,dE},
\]

the mobilities are \(\mu_i=e\overline{\tau_i}/m\), and the theorem reads

\[
\overline{\left(\sum_i\tau_i^{-1}\right)^{-1}}
\le\left(\sum_i\overline{\tau_i}^{\,-1}\right)^{-1}.
\]

For weak energy dependence put \(\tau_i=\overline{\tau_i}(1+\zeta_i)\), where \(\overline{\zeta_i}=0\). Let \(p_i=\mu_M/\mu_i\), so that \(\sum_ip_i=1\). To first order the total relaxation time is proportional to \(1+\zeta\), with \(\zeta=\sum_ip_i\zeta_i\). The normalized difference \(\hat\phi-\hat\phi_i\) is then proportional to \(v(\zeta-\zeta_i)\), and the deficit formula gives, to second order,

\[
\frac{\mu_M}{\mu}-1\simeq\sum_ip_i\,\overline{(\zeta_i-\zeta)^2}.
\]

The error is quadratic in the differences between the energy profiles. Strong energy dependence is harmless if all profiles are the same.

The opposite limit has no universal ceiling. Take two energy groups of equal weight in the average. Mechanism 1 has relaxation times \((t,\epsilon t)\) and mechanism 2 has \((\epsilon t,t)\), with \(0<\epsilon<1\). Each average is \(t(1+\epsilon)/2\), so Matthiessen addition gives \(t(1+\epsilon)/4\). The true total time is \(\epsilon t/(1+\epsilon)\) in both groups. Hence

\[
\frac{\mu_M}{\mu}=\frac{(1+\epsilon)^2}{4\epsilon},
\]

which diverges as \(\epsilon\to0\). Each mechanism leaves open the path that the other blocks.

## Why symmetry is required

Skew scattering can add an antisymmetric part to the collision operator. Take two current components and, in dimensionless units,

\[
P_\pm=I\pm J,\qquad J=\begin{pmatrix}0&a\\-a&0\end{pmatrix},\qquad J^2=-a^2I .
\]

Multiplication confirms that \(P_\pm^{-1}=(I\mp J)/(1+a^2)\). With the drive along \(x\), each mechanism alone has inverse mobility \(1+a^2\), so the separate sum is \(2(1+a^2)\). The combined operator is \(2I\), with inverse mobility 2. For \(a=0.5\) the values are 2.50 and 2.00: the inequality is reversed. The proof fails at the cross term, where symmetry was used to replace \(\langle\phi,P\psi\rangle\) by \(\langle X,\psi\rangle\).

The proof also does not cover interfering scattering amplitudes, whose rates do not add, or high-field transport, where the linearized operator no longer describes the distribution.

## Implementation for inelastic phonons

In an isotropic parabolic band set \(\phi=u(E)\cos\theta\), and let \(v\) now denote the speed. The density of states per valley is \(N_1=m/(2\pi\hbar^2)\). Let \(G(q)/A\) be the squared coupling at wavevector \(q\), without the phonon occupation factor. For a phonon of energy \(\hbar\omega\), the states at \(E\) and \(E'=E+\hbar\omega\) are joined by absorption with factor \(N\) and emission with factor \(N+1\), where \(N\) is the Bose occupation. Detailed balance gives both directions the common weight

\[
\Gamma=\frac{2\pi N_1}{\hbar k_BT}N f_0(E)[1-f_0(E')].
\]

If \(\alpha\) is the scattering angle, \(\cos(\theta+\alpha)=\cos\theta\cos\alpha-\sin\theta\sin\alpha\). The sine term vanishes on integration because \(G\) is even in \(\alpha\). The pair therefore contributes

\[
\begin{aligned}
\text{at }E:&\quad \Gamma[G_0u(E)-G_1u(E')],\\
\text{at }E':&\quad \Gamma[G_0u(E')-G_1u(E)],
\end{aligned}
\]

where \(G_0\) and \(G_1\) are the angular averages of \(G\) and \(G\cos\alpha\), with

\[
q^2=k^2+k'^2-2kk'\cos\alpha .
\]

Summing over all pairs gives a symmetric matrix equation for \(u\). The angular average of \(\cos^2\theta\) is one half, so

\[
\mu=\frac{geN_1}{2n}\int \frac{v f_0(1-f_0)}{k_BT}\,u\,dE .
\]

An energy step that divides every phonon energy keeps both members of each pair on the grid. Matrix elements fall exponentially at high energy, so the equation should be scaled: with diagonal \(D_{ii}=K_{ii}^{-1/2}\), solve \((DKD)y=DX\) and set \(u=Dy\).

The example uses four couplings:

- Acoustic: \(G=D_a^2k_BT/(\rho s^2)\), for deformation potential \(D_a\), sheet mass density \(\rho\) and sound speed \(s\). This sums absorption and emission in the limit \(\hbar sq\ll k_BT\). The scattering is treated as elastic, so its matrix is diagonal, with elements \((2\pi N_1/\hbar)Gf_0(1-f_0)/k_BT\).
- Homopolar optical: \(G=\hbar D_o^2/(2\rho\omega)\), for optical deformation potential \(D_o\).
- Polar LO: \(G=C^2A_c/(\kappa_s+r_0q)^2\), for coupling energy \(C\), cell area \(A_c\) and layer dielectric length \(r_0\).
- Remote oxide:

\[
G=\frac{e^2\hbar\omega}{2\epsilon_0q}
\left[\frac1{\epsilon_\infty+1}-\frac1{\epsilon_s+1}\right]
e^{-2qd}\left[\frac{\kappa_\infty}{\kappa_\infty+r_0q}\right]^2 .
\]

Here \(\epsilon_s\) and \(\epsilon_\infty\) are the oxide's static and high-frequency permittivities, \(\kappa_{s,\infty}=(\epsilon_{s,\infty}+1)/2\), and \(d\) is the distance from carriers to oxide. The remote strength follows from the image interaction \((e^2/2\epsilon_0q)e^{-2qd}(1-\epsilon)/(1+\epsilon)\). Its static value minus its high-frequency value must equal the phonon-mediated interaction \(-2G/\hbar\omega\). The last factor approximates the layer's own dielectric response by its high-frequency form for a layer touching the oxide. This overstates the remote coupling at the larger wavevectors. Compared with a polarizable sheet held at the distance \(d\), it makes the separate remote mobility in the example below too low by more than a third, while the full mobility, with only this coupling changed, is too low by about 7%. The polar LO coupling uses the same touching-layer form with the opposite error: for a sheet at the distance \(d\) its separate mobility falls from about 2680 to about 1860 cm²/Vs, and with both couplings changed the full mobility ends about 1% below the value given in the example. One effective mode carries the oxide's whole polar strength. This is a simplification: silicon dioxide, for example, also has a strong polar mode at much higher energy, which is less populated at room temperature. Placing all the strength at 60 meV, as in the example below, therefore overstates the remote scattering.

## Holes in monolayer WSe2 on an oxide

The rough parameters are \(m=0.40m_0\), \(g=2\), \(\rho=6.0\times10^{-6}\) kg/m², \(s=3300\) m/s, \(D_a=3.0\) eV, \(D_o=3.0\times10^8\) eV/cm, \(C=0.33\) eV, \(A_c=0.094\) nm² and \(r_0=4.5\) nm. The oxide has \(\epsilon_s=3.9\), \(\epsilon_\infty=2.5\) and \(d=0.5\) nm. Phonon energies are 30 meV in the layer and 60 meV in the oxide. The hole density is \(10^{11}\) cm⁻² and the temperature 300 K.

The separate mobilities are 966.4 (acoustic), 3338.9 (homopolar), 2679.4 (polar LO) and 3496.6 cm²/Vs (remote oxide). On the 1 meV energy grid the three optical values lie up to 0.4 cm²/Vs above their converged limits, so their last digit is uncertain. The digits are kept for comparisons within the model; the rough parameters do not support them as predictions for the material. In units of \(10^{-3}\) Vs/cm²,

\[
\frac1{\mu_M}=1.035+0.299+0.373+0.286\simeq1.993,
\]

so \(\mu_M\simeq502\) cm²/Vs. The full equation gives \(\mu\simeq420\) cm²/Vs, or an inverse mobility of 2.382 in the same units. Matthiessen addition is 19.5% too high relative to the full result.

As a test of the linearization, the nonlinear collision integral, built from the raw rates, was differentiated at equilibrium in the direction of this solution. At the sampled energies it balances the field term to within \(7\times10^{-13}\) of the drive. Changing the energy step from 1 to 2 meV moves neither the full nor the Matthiessen mobility by more than about 0.03%.

The deficit of 0.388 divides into 36.4% acoustic, 15.6% homopolar, 17.5% polar LO and 30.4% remote oxide. The acoustic part is \(0.364\times0.388=0.141\), which raises the acoustic resistance by 14% over its value alone. The remote part is \(0.304\times0.388=0.118\), an increase of 41% over 0.286. Acoustic scattering has the largest share of the deficit, but the remote mechanism is changed more in proportion to its own resistance.

The emission threshold is one source of unlike energy profiles. For isotropic coupling and nondegenerate carriers, the optical scattering rate jumps at \(E=\hbar\omega\) from a value proportional to \(N\) to one proportional to \(2N+1\), a ratio \(1+e^{\hbar\omega/k_BT}\). With \(k_BT=25.85\) meV this is about 4.2 for the homopolar mode. The acoustic rate has no such step.

Trial functions bound the mobility from below. A rigidly displaced distribution, \(\psi\propto v\cos\theta\), gives 327 cm²/Vs. Multiplying it by an adjustable constant in each energy bin gives 390, 414 and 419 cm²/Vs for bins of 60, 30 and 10 meV. Together with Matthiessen addition, the simplest trial function already confines the model's mobility to 327–502 cm²/Vs.

At the same density, the full and Matthiessen values are 786 and 940 cm²/Vs at 200 K, and 287 and 338 cm²/Vs at 400 K. The overestimates are 19.6% and 17.7%, so the correction changes little across these three temperatures.

## Inferring a missing mechanism

Mechanisms may be grouped before the theorem is applied. If the total \(\mu\) and one part \(\mu_1\) are known, the remaining mechanisms acting together have a mobility \(\mu_{\rm rest}\) that obeys

\[
\frac1{\mu_{\rm rest}}\le\frac1\mu-\frac1{\mu_1}.
\]

Subtraction thus gives a lower bound on \(\mu_{\rm rest}\). Removing the acoustic part here leaves \(2.382-1.035=1.347\), so \(\mu_{\rm rest}\ge742\) cm²/Vs. Adding the three other separate resistances gives the upper bound 1043 cm²/Vs. Quoting the subtracted value as the mobility itself would overstate the missing scattering.

## Limits of the model and real channels

Measured room-temperature mobilities of monolayer WSe2 vary widely between samples; a rough scale is 100 cm²/Vs. Real channels also contain charged impurities and traps, which the example omits. If such defects alone gave 100 cm²/Vs, grouping them with the phonon result would limit the total to \((1/420+1/100)^{-1}\simeq81\) cm²/Vs, provided the rates add and screening is unchanged. The chosen hole density is also low for a transistor in its on state, and carrier screening matters more at higher density. Even here, static screening of the two polar couplings raises the full mobility to 440 and the Matthiessen value to 524 cm²/Vs. Screening at phonon frequencies is not static, so this shift is an estimate of scale.

The width \(\hbar/\tau=e\hbar/(m\mu)\) inferred from the mobility is 6.9 meV, about 27% of \(k_BT\). The broadening of a state follows its total out-scattering rate instead, which also counts small-angle polar scattering. Just above the oxide emission threshold this width is comparable with \(k_BT\), so sharp energy conservation is only a rough approximation there. The acoustic phonon energy at twice the thermal wavevector is 2.3 meV, or 9% of \(k_BT\). For a rough gap of 2.0 eV, the nonparabolicity scale \(2k_BT/E_g\) is 2.6%. A rough spin splitting of 0.46 eV gives the split-off band a Boltzmann factor of \(2\times10^{-8}\), which is negligible.

Linear response also limits the field. Equating the Joule power per carrier, \(e\mu F^2\), to the optical-phonon cooling of a Fermi distribution at 330 K gives \(F\simeq0.010\) MV/cm with the lattice at 300 K. This is about 0.1 V across 100 nm if the field is uniform. For carriers of thermal energy moving along the field, the first-order change \(\delta f\) is then already comparable with \(f_0\), so this field marks the edge of linear response and not a safe working value. Acoustic cooling, omitted here, is much weaker in this model and would barely change the estimate. In shorter or more strongly biased channels the low-field bound should not be used as a bound on the high-field mobility. The numerical output lists the values used here.

## Values computed for the example and the checks

```
hole mass (rough) = 0.40 m0; valleys = 2
hole density = 1.00e+11 cm^-2
temperature = 300 K; kT = 25.85 meV
sheet mass density (rough) = 6.00e-06 kg/m^2
sound speed (rough) = 3300 m/s
acoustic deformation potential (rough) = 3.0 eV
optical deformation potential (rough) = 3.0e+08 eV/cm
polar coupling (rough) = 0.33 eV
unit-cell area (rough) = 0.094 nm^2
layer dielectric length (rough) = 4.5 nm
oxide permittivities (rough) = 3.9, 2.5
carrier-oxide distance = 0.5 nm
layer, oxide phonon energies = 30, 60 meV
mobility, acoustic alone = 966.4 cm2/Vs
mobility, homopolar optical alone = 3338.9 cm2/Vs
mobility, polar LO alone = 2679.4 cm2/Vs
mobility, remote oxide alone = 3496.6 cm2/Vs
displaced-distribution lower bound = 326.59 cm2/Vs
full Boltzmann mobility = 419.84 cm2/Vs
Matthiessen upper bound = 501.65 cm2/Vs
Matthiessen overestimate = 19.48 percent
inverse-mobility deficit = 3.884e-04 Vs/cm2
deficit share, acoustic = 36.41 percent
deficit share, homopolar optical = 15.64 percent
deficit share, polar LO = 17.51 percent
deficit share, remote oxide = 30.44 percent
trial space, 60 meV bins = 389.845 cm2/Vs
trial space, 30 meV bins = 414.161 cm2/Vs
trial space, 10 meV bins = 419.135 cm2/Vs
200 K: full, Matthiessen = 785.93, 940.15 cm2/Vs
400 K: full, Matthiessen = 287.02, 337.71 cm2/Vs
raw-rate Boltzmann residual = 6.8e-13 (relative)
1 to 2 meV grid change = 0.0308 percent
skew example: whole, separate sum = 2.00, 2.50 (dimensionless)
band-edge occupation = 0.0229
with static carrier screening: full, Matthiessen = 439.97, 524.23 cm2/Vs
collisional width hbar/tau = 6.89 meV
acoustic energy at q=2k_thermal = 2.26 meV
nonparabolic scale 2kT/gap = 2.59 percent
gap, spin splitting (rough) = 2.0, 0.46 eV
split-off Boltzmann factor = 1.87e-08
field for carriers at 330 K = 0.0104 MV/cm
```
